The Euler–Heisenberg Lagrangian from Schwinger's proper-time equations of motion

**1. When the short formula is enough**

The one-loop vacuum correction to the Lagrangian of a constant field is an integral whose weak-field limit is a polynomial of fourth order in the fields. The figures below compare the two as values of the Lagrangian, relative to the integral; quantities built from its derivatives need their own comparison. In a purely magnetic field the polynomial is 0.6% too large at a tenth of the critical field B_c = m²c³/(eħ), but 35% too large at B_c itself. The full integral supplies this criterion, and it also contains the decay of the vacuum in an electric field, which no finite polynomial gives.

The model is one closed electron loop in constant fields E and B, with no internal photons. Units are Gaussian and e > 0. Define

F = (B² − E²)/2, G = E·B,

a = √(√(F² + G²) + F), b = √(√(F² + G²) − F).

Then a² − b² = B² − E² and ab = |G|. For parallel fields a = |B| and b = |E|. With

κ = mc/ħ, α = ea/(ħc), β = eb/(ħc),

the result to be derived is

L₁ = −(ħc/8π²) ∫₀^∞ ds s⁻³ e^{−κ²s} [αs coth(αs) βs cot(βs) − 1 − s²(α² − β²)/3]. (1)

It is added to Maxwell's L₀ = (E² − B²)/8π. Here s is a squared length, and α and β are inverse squared lengths. The cotangent has poles on the real axis when b ≠ 0; the path passes just above them, for a reason found in part 7. If a or b vanishes, its factor in (1) becomes 1.

**2. The squared Dirac operator**

The metric is (+,−,−,−), x⁰ = ct, and the particle has charge q = −e. Let

π_μ = i∂_μ − (q/ħc)A_μ, f_μν = (q/ħc)(∂_μA_ν − ∂_νA_μ).

Direct commutation gives

[x^μ, π^ν] = −i g^μν, [π_μ, π_ν] = −i f_μν.

The Dirac equation is (γπ − κ)ψ = 0, where γπ = γ^μπ_μ. Write γ^μγ^ν = g^μν − iσ^μν with σ^μν = (i/2)[γ^μ, γ^ν]. Since σ is antisymmetric, it selects half the commutator of the momenta:

(γπ)² = π² − (i/2)σ^μν[π_μ, π_ν] = π² − ½σf, σf ≡ σ^μν f_μν.

**3. The Lagrangian as a proper-time integral**

Integrating over the electron field gives the factor e^{iW/ħ} = det(γπ − κ), up to a field-independent constant, so

W = −iħ Tr ln(γπ − κ).

Because γ₅ anticommutes with every γ^μ, the operators γπ − κ and −γπ − κ have the same determinant. Their product is κ² − (γπ)². Therefore

W = −(iħ/2) Tr ln[κ² − (γπ)² − i0].

For X with a small negative imaginary part, d(ln X)/dX = 1/X = i∫₀^∞ dτ e^{−iτX}. Integration over X gives ln X = −∫₀^∞ (dτ/τ) e^{−iτX} + constant. With

H = −(γπ)² = −π² + ½σf, U(τ) = e^{−iHτ},

and W = ∫dt d³x L = (1/c)∫d⁴x L, we obtain

L = (iħc/2) ∫₀^∞ (dτ/τ) e^{−iκ²τ} tr⟨x|U(τ)|x⟩. (2)

The remaining trace is over spin. The task is now a quantum-mechanical one: find the amplitude for a return to x after a "time" τ under the "Hamiltonian" H.

**4. Equations of motion**

Heisenberg operators obey dO/dτ = i[H, O]. The constant spin term commutes with x and π. From [π_ν, x^μ] = iδ^μ_ν follows [π², x^μ] = 2iπ^μ, so

dx^μ/dτ = −i[π², x^μ] = 2π^μ.

Similarly [π², π_μ] = −2i f_νμ π^ν, so

dπ_μ/dτ = −2f_νμ π^ν = 2f_μν π^ν.

This is the Lorentz force law, which is linear in a constant field. Let f now denote the matrix f^μ_ν. Then

π(τ) = e^{2fτ}π(0),

Δ ≡ x(τ) − x(0) = f⁻¹(e^{2fτ} − 1)π(0) = Dπ(0), D = 2e^{fτ} f⁻¹ sinh(fτ).

The combination f⁻¹ sinh(fτ) is a power series without negative powers, so it is defined even when f has no inverse. Solving for the momentum gives

π(τ) = e^{2fτ}D⁻¹Δ = ½e^{fτ} [f/sinh(fτ)] Δ. (3)

**5. Ordering the Hamiltonian**

Let u·v = g_μν u^μ v^ν. Antisymmetry of f_μν means (fu)·v = −u·(fv), so moving e^{fτ} across the dot turns it into e^{−fτ}. The even function f/sinh(fτ) moves unchanged. Since π² is conserved, (3) gives

π² = π(τ)·π(τ) = Δ·KΔ, K = f²/[4 sinh²(fτ)].

To take matrix elements between position states, every x(τ) must stand to the left of every x(0). One term of Δ·KΔ, namely −x(0)·Kx(τ), is in the wrong order. The commutator needed is

[x^μ(0), x^ν(τ)] = D^ν_λ [x^μ(0), π^λ(0)] = −iD^νμ,

which gives x(0)·Kx(τ) = x(τ)·Kx(0) − i tr(KD). Also

KD = ½f e^{fτ}/sinh(fτ) = ½[f coth(fτ) + f],

and tr f = 0. Hence

π² = x(τ)·Kx(τ) − 2x(τ)·Kx(0) + x(0)·Kx(0) + (i/2) tr[f coth(fτ)].

**6. The transition amplitude**

Because x(τ) = U†xU, the state ⟨x′|U is a left eigenstate of x(τ) with eigenvalue x′. In i∂_τ⟨x′|U|x″⟩ = ⟨x′|UH|x″⟩ the ordered operators therefore become numbers. With Δ = x′ − x″ from here on,

i∂_τ⟨x′|U|x″⟩ = {−Δ·KΔ − (i/2) tr[f coth(fτ)] + ½σf} ⟨x′|U|x″⟩.

Two derivatives are needed for the integration:

d[f coth(fτ)]/dτ = −f²/sinh²(fτ) = −4K,

d ln det[f⁻¹ sinh(fτ)]/dτ = tr[f coth(fτ)].

They give

⟨x′|U|x″⟩ = C(x′,x″) det^{−1/2}[f⁻¹ sinh(fτ)] exp[−(i/4)Δ·f coth(fτ)Δ] exp[−(i/2)σfτ]. (4)

The function C does not depend on τ. It follows from the momentum equation

[i∂′_μ − (q/ħc)A_μ(x′)]⟨x′|U|x″⟩ = ⟨x′|Uπ_μ(τ)|x″⟩,

whose right side, by (3), is ½[(f coth(fτ) + f)Δ]_μ times the amplitude. Differentiating the Gaussian in (4) produces ½[f coth(fτ)Δ]_μ. What remains is

[i∂′_μ − (q/ħc)A_μ(x′) − ½(fΔ)_μ] C = 0,

with the solution

C = C₀ exp{−i∫ dξ^μ [(q/ħc)A_μ(ξ) + ½f_μν(ξ − x″)^ν]},

integrated from x″ to x′. The curl of the first term is f_μν and that of the second is −f_μν, so the integral does not depend on the path. On a straight path the second term vanishes by antisymmetry. This phase carries the gauge dependence of the amplitude, and it is 1 when x′ = x″.

As τ → 0, (4) must become δ⁴(x′ − x″). In that limit it is C τ⁻² exp(−iΔ·Δ/4τ). The integral over Δ⁰ gives √(4πτ)e^{−iπ/4}, and each of the three space integrals gives √(4πτ)e^{+iπ/4}. Their product is 16π²τ² i, so C₀ = −i/16π². At coincident points

⟨x|U|x⟩ = −(i/16π²τ²) det^{−1/2}[sinh(fτ)/(fτ)] exp[−(i/2)σfτ]. (5)

**7. Reduction to the two invariants**

*The determinant.* The matrix F^μ_ν maps (v⁰, **v**) to (E·v, v⁰E + v×B). Set v⁰ = 1. An eigenvalue λ then requires

λ = E·v, λv = E + v×B.

The scalar product of the second equation with B gives v·B = G/λ. Its product with E gives E·(v×B) = λ² − E², after use of the first. Its vector product with B, followed by a scalar product with E, gives

λE·(v×B) = G(v·B) − B²(E·v) = G²/λ − B²λ.

Equating the two expressions for E·(v×B) and multiplying by λ² yields

λ⁴ + (B² − E²)λ² − G² = 0, so λ² = −F ± √(F² + G²) = b² or −a².

If E and B are neither parallel nor perpendicular, the four roots are distinct. None equals 0 or ±iB, so the second equation has a unique solution v for each. For that v, with u = E·v left free, the same products give λu = E² + E·(v×B) and λE·(v×B) = G²/λ − B²u, so u(λ² + B²) = λE² + G²/λ. At a root the right side equals λ(λ² + B²), so u = λ. The first equation therefore holds, and each root is an eigenvalue. The remaining cases follow by continuity. Thus f has eigenvalues ±β and ±iα, whatever the sign of q. Each pair contributes the same factor twice, and

det^{−1/2}[sinh(fτ)/(fτ)] = αβτ²/[sin(ατ) sinh(βτ)],

with the sign of the root fixed by the value 1 at τ = 0.

*The spin trace.* With the spin matrices Σ and γ⁰**γ** = γ₅Σ, the definition of σ gives

½σ^μν F_μν = iγ₅Σ·E − Σ·B.

For γ₅ = ±1 this is −Σ·(B ∓ iE). Its square is the number

(B ∓ iE)² = B² − E² ∓ 2iG = a² − b² ∓ 2iG,

which is (a − ib)² for one chirality and (a + ib)² for the other. So ½σf has eigenvalues ±(α + iβ) and ±(α − iβ), and

tr exp[−(i/2)σfτ] = 2cos[(α + iβ)τ] + 2cos[(α − iβ)τ] = 4 cos(ατ) cosh(βτ).

Inserting both factors in (2), with i·(−i) = 1 and 4/(2·16) = 1/8, gives

L = (ħc/8π²) ∫₀^∞ dτ τ⁻³ e^{−iκ²τ} ατ cot(ατ) βτ coth(βτ). (6)

*The path.* The poles of cot(ατ) lie on the path in (6). They come from the Landau levels. In a magnetic field the transverse part of H has eigenvalues 2nα. For each chirality, and apart from the common Landau degeneracy, they are single for n = 0 and double otherwise. The sum of their factors e^{−2inατ},

1 + 2Σ e^{−2inατ} = −i cot(ατ), n = 1, 2, …

converges for Im τ < 0. The path therefore runs just below the real τ axis. The energy integral over e^{ip₀²τ} then converges if p₀ is turned by a small positive angle, which is the sense of Feynman's prescription.

Put τ = −is. The path now lies just to the right of the positive imaginary s axis, and

dτ/τ³ = −ds/s³, ατ cot(ατ) = αs coth(αs), βτ coth(βτ) = βs cot(βs).

The poles are at s = inπ/α and s = nπ/β, so the open quadrant between the axes has none. There e^{−κ²s} removes the distant arc, and the path may be turned down until it lies just above the real axis. If the integral is cut off at a small real τ, the small arc around s = 0 adds a constant and the imaginary term i(ħc/48π)(α² − β²). Both come from the two divergent terms treated next. The imaginary term does not depend on the mass and would make even a purely magnetic field decay, so it belongs to the cut-off and not to the physics. It is absent when the cut-off is placed at a real s₀, as in part 8, and the integrand left after the two subtractions vanishes at s = 0 and gains nothing from the arc. This gives the overall minus sign of (1) and the rule for its poles.

**8. Renormalization**

For small arguments

x coth x = 1 + x²/3 − x⁴/45 + …, y cot y = 1 − y²/3 − y⁴/45 − …,

and therefore

αs coth(αs) βs cot(βs) = 1 + s²(α² − β²)/3 − s⁴[(α² − β²)² + 7α²β²]/45 + … (7)

After division by s³ the first two terms diverge at s = 0. The first is independent of the field and is dropped as the energy of the empty vacuum. With a lower limit s₀, the second contributes

−(ħc/8π²)(e/ħc)² [(a² − b²)/3] ∫ ds e^{−κ²s}/s = −[(a² − b²)/8π] (e²/3πħc) ∫ ds e^{−κ²s}/s.

This has the form of L₀ = −(a² − b²)/8π. The sum of the two is Z L₀ with

Z = 1 + (e²/3πħc) ∫ ds e^{−κ²s}/s.

Define renormalized fields as √Z times the original ones and the renormalized charge as e/√Z. The quadratic term then has Maxwell's form. The products ea and eb do not change, so the rest of the integral keeps its form. Measured charge and fields are the renormalized ones. What is left is (1), whose integrand is proportional to s near the origin.

**9. Weak fields and the range of the polynomial**

If α and β are much smaller than κ², the exponential restricts the integral to small αs and βs. The s⁴ term of (7) and ∫ds s e^{−κ²s} = κ⁻⁴ give

L₁ ≈ (ħc/360π²κ⁴)(e/ħc)⁴ [(B² − E²)² + 7(E·B)²]. (8)

The next term for a single field follows from

x coth x = 1 + 2Σ x²/(x² + n²π²),

whose x⁶ term is 2x⁶/945. In a magnetic field the bracket is −(αs)⁴/45 + 2(αs)⁶/945. Since ∫ds s³e^{−κ²s} = 6/κ⁸, the ratio of L₁ to (8) is

1 − (6·2·45/945)(α/κ²)² = 1 − (4/7)(B/B_c)²,

where eB_c/(ħc) = κ² was used. In a purely electric field x becomes iy and the correction changes sign. To this order, (8) is good to 1% up to about 0.13 B_c.

Numerical integration of (1) gives these ratios of Re L₁ to (8):

B/B_c = 0.1, 1, 10: 0.994, 0.741, 0.108

E/B_c = 0.1, 0.3, 0.5: 1.006, 1.066, 1.196

The magnetic ratio lies below 1 at any field strength. The same sum over n gives

x coth x − 1 − x²/3 = −Σ 2x⁴/[n²π²(x² + n²π²)],

which is negative and smaller in size than Σ 2x⁴/(nπ)⁴ = x⁴/45.

If F = G = 0, as in a plane wave, then a = b = 0 and L₁ vanishes.

**10. Decay of the vacuum**

Near s_n = nπ/β, βs cot(βs) ≈ s_n/(s − s_n). On a path above the pole, 1/(s − s_n) has imaginary part −πδ(s − s_n). With the minus sign in (1),

Im L₁ = (ħc/8π) Σ s_n⁻³ e^{−κ²s_n} αs_n coth(αs_n) s_n
= (ħc αβ/8π²) Σ (1/n) coth(nπα/β) e^{−nπκ²/β}. (9)

The probability that the vacuum persists is |e^{iW/ħ}|² = e^{−2 Im W/ħ}, so the decay rate per unit volume is 2 Im L₁/ħ. It is positive, as it must be; a path below the poles would give a probability above 1. A purely magnetic field has b = 0 and no decay. For small b the factor e^{−πκ²/β} vanishes faster than any power of b, so no term of a weak-field expansion shows it.

**11. Worked example**

Take round parameters: B = B_c, E = 0.5 B_c, and an angle of 60° between them. In units of B_c²,

F = (1 − 0.25)/2 = 0.375, G = 0.5 × cos 60° = 0.25, √(F² + G²) = 0.4507.

So a = √0.8257 = 0.9087 B_c and b = √0.0757 = 0.2751 B_c. In units of κ², α and β have these same values.

At s = 1/κ² the two factors in (1) are 1.2612 and 0.9746. The bracket is

1.2612 × 0.9746 − 1 − 0.75/3 = −0.0208,

while the s⁴ term alone gives −(0.75² + 7 × 0.25²)/45 = −0.0222.

The integral was evaluated by Gauss–Legendre quadrature along a ray s = re^{iθ} with θ = 0.5 rad, which avoids the poles on both axes. The result is

Re L₁ = 2.241 × 10⁻⁴ ħcκ⁴.

Equation (8) gives 1/(360π²) = 2.814 × 10⁻⁴ in the same unit. The full value is 0.796 of this, so here the polynomial is about 26% too large. With κ = 2.590 × 10¹⁰ cm⁻¹ the unit ħcκ⁴ is 1.422 × 10²⁵ erg/cm³, and

Re L₁ = 3.19 × 10²¹ erg/cm³ = 3.19 × 10²⁰ J/m³.

With B_c = 4.414 × 10¹³ G, Maxwell's term is L₀ = −0.75 B_c²/8π = −5.81 × 10²⁵ erg/cm³. The correction has the opposite sign and is smaller by a factor 5.5 × 10⁻⁵.

The first pole lies at s = π/0.2751 = 11.42 in units of 1/κ². The hyperbolic cotangent in (9) is close to 1, and the n = 1 term gives

Im L₁ = (0.25/8π²) e^{−11.42} ħcκ⁴ = 3.48 × 10⁻⁸ ħcκ⁴.

The second term is smaller by another factor of order e^{−11.42}. The decay rate is

2 Im L₁/ħ = 9.4 × 10⁴⁴ cm⁻³ s⁻¹.

In a volume κ⁻³ and a time 1/(cκ) this amounts to only 7 × 10⁻⁸, but in any macroscopic volume the vacuum decays at once. The numbers then describe an imposed field, before the created pairs act back on it.

**12. Where the result fails**

The equations of motion were solved for constant f. To use the result locally, the fields must at least change little over the length 1/κ and the time 1/(cκ). For a weak field produced by charges or currents this is not enough, because the loop also gives a term quadratic in the field gradients. In a magnetic field B cos(kx) with k much smaller than κ, the average of that term is 4(kB_c/κB)² times the average of (8). At k = 0.1κ and B = 0.1 B_c it is already four times as large. Such a field must therefore vary slowly enough that k is much smaller than κB/B_c before (1) is the main correction to Maxwell's term. Below the critical field the decay rate also asks for more than slow change over 1/κ and 1/(cκ): an electric field must at least stay nearly constant well beyond mc²/(eE), the distance over which it supplies one rest energy, and well beyond mc/(eE), the time in which it supplies a momentum mc. In weak fields even this is not enough, because the correction enters a large exponent. For a pulse E sech²(t/T) with T = 10 mc/(eE), the pair probability of the central momentum mode exceeds its constant-field value by 8% at E = 0.1 B_c and by a factor 2.2 at E = 0.01 B_c; T must exceed mc/(eE) by much more than √(B_c/E). Internal photons bring further powers of e²/ħc, which are absent from (1). Real charges, whether present at the start or created by the field, need a separate treatment.

Numbers in the example were calculated in double precision.
